# Why arsenic and phosphorus vacancy pairs differ in Doppler tails: test program

```python
"""
Result under test: vacancy-P and vacancy-As pairs in Si have nearly equal
positron lifetimes, but V-As has a higher Doppler tail, mostly because the
positron overlaps the As 3d shell.
Method: LDA free atoms are superposed in a 64-site Si cell; one positron is
solved on a 3D grid with Boronski-Nieminen correlation and enhancement.
Symbols: P(r) = r R(r) electron radial function, u(r) positron radial factor
(u = 1 at 1.6 bohr), A2 = positron density there, lam = annihilation rate,
N(p) = rate per unit longitudinal momentum. Atomic units unless stated.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.fft import fftn, rfftn, irfftn, fftfreq, rfftfreq
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, solve, solve_banded
from scipy.sparse.linalg import LinearOperator, lobpcg
from scipy.special import roots_jacobi, eval_legendre, spherical_jn
from pyscf import gto, dft

BOHR = sc.value('Bohr radius')
EV = sc.value('Hartree energy in eV')
MILLI = 1e3 * sc.alpha                       # one a.u. of momentum in 1e-3 m0c
RE = sc.value('classical electron radius')
RATE = np.pi * RE**2 * sc.c / BOHR**3 * 1e-9  # ns^-1 per (electron/bohr^3)
CELL = 2 * sc.value('lattice parameter of silicon') / BOHR

# ---------- radial Lobatto mesh and free atoms ----------
ORDER = 110
x = np.r_[-1.0, roots_jacobi(ORDER - 1, 1, 1)[0], 1.0]
leg = eval_legendre(ORDER, x)
wt = 2 / (ORDER * (ORDER + 1) * leg**2)
gap = x[:, None] - x[None, :]
np.fill_diagonal(gap, 1.0)
D = leg[:, None] / leg[None, :] / gap
np.fill_diagonal(D, 0.0)
D[0, 0], D[-1, -1] = -ORDER * (ORDER + 1) / 4, ORDER * (ORDER + 1) / 4
SOFT = 2 / 25.0                              # outer radius is 25 bohr
rad = (1 + x) / (1 - x + SOFT)
jac = (2 + SOFT) / (1 - x + SOFT)**2
mass = wt * jac
KIN = 0.5 * D.T @ ((wt / jac)[:, None] * D)
DR = 0.002
RT = DR * np.arange(1, 9001)                 # uniform table radii
SHELL_WEIGHT = np.exp(-((RT - 1.6) / 0.3)**2)


def solve_atom(Z, config):
    """Spherical LDA atom; config maps l to the list of shell occupations."""
    r, m = rad[1:-1], mass[1:-1]
    kin = KIN[1:-1, 1:-1]
    kin_scaled = kin / np.sqrt(np.outer(m, m))
    charge = sum(sum(v) for v in config.values())
    v = -(1 + (Z - 1) / (1 + Z**(1 / 3) * r)**2) / r
    for _ in range(200):
        dens, orbs = np.zeros_like(r), []
        for l, occs in config.items():
            e, c = eigh(kin_scaled + np.diag(v + l * (l + 1) / (2 * r**2)))
            for j, occ in enumerate(occs):
                P = c[:, j] / np.sqrt(m)
                dens += occ * P**2 / (4 * np.pi * r**2)
                orbs.append((f"{j + l + 1}{'spd'[l]}", l, occ, e[j], P))
        U = solve(2 * kin, 4 * np.pi * r * dens * m - 2 * KIN[1:-1, -1] * charge)
        vxc = np.ravel(dft.libxc.eval_xc('lda,vwn', dens, spin=0, deriv=1)[1][0])
        new = (U - Z) / r + vxc
        err = np.max(np.abs(r * (new - v)))
        v = v + 0.35 * (new - v)
        if err < 1e-7:
            break
    assert err < 1e-5
    shells, n_tab = {}, np.zeros_like(RT)
    for name, l, occ, e, P in orbs:
        tab = CubicSpline(rad, np.r_[0, P, 0])(RT)
        valence = l < 2 and name[0] == str(len(config[l]) + l)
        shells[name] = SimpleNamespace(l=l, occ=occ, e=e, P=tab, valence=valence)
        n_tab += occ * tab**2 / (4 * np.pi * RT**2)
    coul = CubicSpline(rad, np.r_[Z, Z - U, Z - charge])(RT) / RT
    return SimpleNamespace(shells=shells, V=coul, n=n_tab,
                           fields=np.stack([coul, n_tab, SHELL_WEIGHT]))


atoms = {'Si': solve_atom(14, {0: [2, 2, 2], 1: [6, 2]}),
         'P': solve_atom(15, {0: [2, 2, 2], 1: [6, 3]}),
         'As': solve_atom(33, {0: [2, 2, 2, 2], 1: [6, 6, 3], 2: [10]})}

# Independent test of the 3d shell: closed-shell As5+ in a Gaussian basis.
ion = solve_atom(33, {0: [2, 2, 2], 1: [6, 6], 2: [10]})
r2_mesh = np.sum(ion.shells['3d'].P**2 * RT**2) * DR
mol = gto.M(atom='As 0 0 0', charge=5, basis='def2-tzvp', verbose=0)
mf = dft.RKS(mol)
mf.xc = 'lda,vwn'
mf.kernel()
C3d = mf.mo_coeff[:, 9:14]
r2_gauss = np.trace(C3d.T @ mol.intor('int1e_r2') @ C3d) / 5
assert mf.converged and abs(r2_mesh / r2_gauss - 1) < 0.03  # finite basis


# ---------- Boronski-Nieminen functions ----------
def wigner_radius(n):
    return (3 / (4 * np.pi * np.maximum(n, 1e-9)))**(1 / 3)


def v_corr(n):
    n = np.maximum(n, 1e-9)
    s = wigner_radius(n)
    ln = np.log(s)
    ryd = np.select(
        [s < 0.302, s < 0.56, s < 8.0],
        [-1.56 / np.sqrt(s) + (0.051 * ln - 0.081) * ln + 1.14,
         -0.92305 - 0.05459 / s**2,
         -13.15111 / (s + 2.5)**2 + 2.8655 / (s + 2.5) - 0.6298],
        default=-179856.2768 * n**2 + 186.4207 * n - 0.524)
    return ryd / 2


def enhancement(n):
    s = wigner_radius(n)
    return (1 + 1.23 * s + 0.8295 * s**1.5 - 1.26 * s**2
            + 0.3286 * s**2.5 + s**3 / 6)


# ---------- radial positron factor and core spectra ----------
M = 2250                                     # radial products kept to 4.5 bohr
RC = RT[:M]
PG = np.arange(0, 20.01, 0.06)
BESSEL = [spherical_jn(l, PG[:, None] * RC[None, :]) for l in range(3)]


def radial_positron(el, energy):
    a = atoms[el]
    q = 2 * (a.V[:M - 1] + v_corr(a.n[:M - 1]) - energy)
    band = np.ones((3, M - 1))
    band[1] = -2 - DR**2 * q
    rhs = np.zeros(M - 1)
    rhs[-1] = -RC[-1]
    u = np.r_[solve_banded((1, 1), band, rhs), RC[-1]] / RC
    return u / u[799]                        # RT[799] is 1.6 bohr


def core_spectrum(el, energy):
    """Per unit A2: shell name -> (rate in ns^-1, N on PG)."""
    u, out, raw, back = radial_positron(el, energy), {}, 0.0, 0.0
    gam = enhancement(atoms[el].n[:M])
    for name, s in atoms[el].shells.items():
        if s.valence:
            continue
        prod = u * s.P[:M]
        overlap = np.sum(prod**2) * DR
        g = np.sum(prod**2 * gam) * DR / overlap
        B = BESSEL[s.l] @ (prod * RC) * DR
        rho = s.occ * B**2 / (2 * np.pi**2)
        cum = cumulative_trapezoid(2 * np.pi * PG * rho, PG, initial=0)
        N = cum[-1] - cum
        raw += s.occ * overlap
        back += 2 * trapezoid(N, PG)
        out[name] = (RATE * g * s.occ * overlap, RATE * g * N)
    assert abs(back / raw - 1) < 0.01        # momentum integral returns overlap
    return out


def window(p, N):
    """Rate with 20 < |p| < 30 in 1e-3 m0c, both signs."""
    fine = np.linspace(20, 30, 201) / MILLI
    return 2 * trapezoid(np.exp(np.interp(fine, p, np.log(N + 1e-300))), fine)


# ---------- three-dimensional positron state ----------
def lookup(table, r):
    t = np.maximum(r / DR - 1, 0)
    i = t.astype(int)
    f = t - i
    return table[..., i] * (1 - f) + table[..., i + 1] * f


def offsets(n, pos):
    g = (np.arange(n) + 0.5) * CELL / n
    d = [(g - q + CELL / 2) % CELL - CELL / 2 for q in pos]
    X, Y, Z = d[0][:, None, None], d[1][None, :, None], d[2][None, None, :]
    return X, Y, Z, np.sqrt(X**2 + Y**2 + Z**2)


def place(n, el, pos):
    return lookup(atoms[el].fields, offsets(n, pos)[3])


def bulk_fields(n):
    one = place(n, 'Si', (0, 0, 0))
    total = np.zeros_like(one)
    for cell in np.ndindex(2, 2, 2):
        for f in [(0, 0, 0), (2, 2, 0), (2, 0, 2), (0, 2, 2)]:
            for b in (0, 1):
                site = (4 * np.array(cell) + np.array(f) + b) * (n // 8)
                total += np.roll(one, tuple(int(k) for k in site), axis=(1, 2, 3))
    return total


FINE, COARSE = 56, 48
BULK = {n: bulk_fields(n) for n in (FINE, COARSE)}
BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) * CELL / 8
VAC = np.full(3, CELL / 2)


def positron(n, el, vacancy=True, inward=0.0, guess=None):
    field = BULK[n].copy()
    if vacancy:
        field -= place(n, 'Si', VAC)
    for j, bond in enumerate(BONDS):
        if j == 0 or inward:
            field -= place(n, 'Si', VAC + bond)
            new = place(n, el if j == 0 else 'Si', VAC + bond * (1 - inward))
            if j == 0:
                field[:2] += new[:2]
                w_site = new[2]
            else:
                field += new
    dens, w_rest = np.maximum(field[1], 1e-9), field[2]
    pot = np.minimum(field[0], 40.0) + v_corr(dens)
    h = CELL / n
    dV, shape = h**3, (n, n, n)
    k, kz = 2 * np.pi * fftfreq(n, h), 2 * np.pi * rfftfreq(n, h)
    T = 0.5 * (k[:, None, None]**2 + k[None, :, None]**2 + kz[None, None, :]**2)

    def ham(v):
        v = v.reshape(shape)
        return (irfftn(T * rfftn(v), s=shape) + pot * v).ravel()

    def precondition(v):
        return irfftn(rfftn(v.reshape(shape)) / (T + 0.3), s=shape).ravel()

    if guess is None:
        guess = np.exp(-np.clip(pot, -1, 8))
        if vacancy:
            guess = guess * (0.2 + np.exp(-offsets(n, VAC)[3]**2 / 20))
    start = guess.reshape(-1, 1) / np.linalg.norm(guess)
    size = (n**3, n**3)
    _, vec = lobpcg(LinearOperator(size, matvec=ham, dtype=float), start,
                    M=LinearOperator(size, matvec=precondition, dtype=float),
                    tol=5e-5, maxiter=80, largest=False)
    vec = vec[:, 0] / np.linalg.norm(vec[:, 0])
    hv = ham(vec)
    energy = vec @ hv
    assert np.linalg.norm(hv - energy * vec) < 5e-4
    psi = vec.reshape(shape) / np.sqrt(dV)
    lam = RATE * np.sum(psi**2 * dens * enhancement(dens)) * dV

    def amplitude(weight, element):
        u = radial_positron(element, energy)
        norm = np.sum(4 * np.pi * RC**2 * SHELL_WEIGHT[:M] * u**2) * DR
        return np.sum(weight * psi**2) * dV / norm

    s = SimpleNamespace(n=n, el=el, E=energy, psi=psi, dens=dens, lam=lam,
                        tau=1e3 / lam, A2=amplitude(w_site, el),
                        rest=amplitude(w_rest, 'Si'))
    s.site, s.si = core_spectrum(el, energy), core_spectrum('Si', energy)
    s.N = s.A2 * sum(v[1] for v in s.site.values()) \
        + s.rest * sum(v[1] for v in s.si.values())
    s.core = s.A2 * sum(v[0] for v in s.site.values()) \
        + s.rest * sum(v[0] for v in s.si.values())
    s.tail = window(PG, s.N) / lam
    return s


bulk = positron(FINE, 'Si', vacancy=False)
vac = positron(FINE, 'Si')
vp = positron(FINE, 'P', guess=vac.psi)
vas = positron(FINE, 'As', guess=vac.psi)
vp_in = positron(FINE, 'P', inward=0.05, guess=vp.psi)
vas_in = positron(FINE, 'As', inward=0.05, guess=vas.psi)
vp_c = positron(COARSE, 'P')
vas_c = positron(COARSE, 'As', guess=vp_c.psi)


# ---------- direct 3D shell spectra, with no spherical approximation ----------
def grid_shell(s, name):
    sh = atoms[s.el].shells[name]
    X, Y, Z, r = offsets(s.n, VAC + BONDS[0])
    if sh.l == 0:
        ang = [np.sqrt(1 / (4 * np.pi))]
    elif sh.l == 1:
        ang = [np.sqrt(3 / (4 * np.pi)) * q / r for q in (X, Y, Z)]
    else:
        c = np.sqrt(15 / (4 * np.pi)) / r**2
        ang = [c * X * Y, c * Y * Z, c * Z * X, c * (X**2 - Y**2) / 2,
               c * (3 * Z**2 - r**2) / np.sqrt(12)]
    radial = s.psi * lookup(sh.P, r) / r
    gam, dV, dp = enhancement(s.dens), (CELL / s.n)**3, 2 * np.pi / CELL
    planes, plain, enhanced = np.zeros(s.n), 0.0, 0.0
    for a in ang:
        f = radial * a
        F = np.abs(fftn(f))**2
        planes += (F.sum((1, 2)) + F.sum((0, 2)) + F.sum((0, 1))) / 3
        plain += np.sum(f**2) * dV
        enhanced += np.sum(f**2 * gam) * dV
    scale = RATE * sh.occ / (2 * sh.l + 1)
    N = scale * enhanced / plain * planes * dV / s.n**3 / dp
    half = s.n // 2
    return scale * enhanced, window(dp * np.arange(half), N[:half])


rate3d_grid, tail3d_grid = grid_shell(vas, '3d')
rate3d = vas.A2 * vas.site['3d'][0]
tail3d = vas.A2 * window(PG, vas.site['3d'][1])
# Tolerances allow for the one-sided positron cloud and the finite grid.
assert abs(rate3d / rate3d_grid - 1) < 0.20
assert abs(tail3d / tail3d_grid - 1) < 0.25


def valence_tail(s):
    return sum(grid_shell(s, name)[1]
               for name, sh in atoms[s.el].shells.items() if sh.valence)


val_si = valence_tail(vac) / vac.A2          # per unit A2, free-atom estimate
val_p = valence_tail(vp) + vp.rest * val_si
val_as = valence_tail(vas) + vas.rest * val_si

# ---------- comparisons ----------
ratio = vas.tail / vp.tail
ratio_no3d = (vas.tail - tail3d / vas.lam) / vp.tail
T = {'As': sum(window(PG, v[1]) for v in vas.site.values()),
     'P': sum(window(PG, v[1]) for v in vp.site.values()),
     'Si': sum(window(PG, v[1]) for v in vp.si.values())}
ratio_frozen = ((vp.A2 * T['As'] + vp.rest * T['Si'])
                / (vp.A2 * T['P'] + vp.rest * T['Si']))
ratio_val = ((vas.tail + val_as / vas.lam) / (vp.tail + val_p / vp.lam))
dtau = vas.tau - vp.tau
assert min(vac.tau, vp.tau, vas.tau) > bulk.tau
assert max(vac.E, vp.E, vas.E) < bulk.E
assert abs(dtau) / vp.tau < 0.03
assert ratio > 1.2 and ratio - 1 > 5 * abs(dtau) / vp.tau
assert ratio - 1 > 2 * (ratio_no3d - 1)      # 3d gives most of the excess
assert abs(dtau - (vas_c.tau - vp_c.tau)) < 3.0

print(f"Si lattice parameter {CELL / 2 * BOHR * 1e9:.4f} nm; 64-site cell")
print(f"grid spacing {CELL / FINE * BOHR * 1e9:.4f} nm")
print(f"As5+ 3d <r^2>: mesh {r2_mesh:.4f}, Gaussian {r2_gauss:.4f} bohr^2")
for el, name in (('Si', '2p'), ('P', '2p'), ('As', '3p'), ('As', '3d')):
    sh = atoms[el].shells[name]
    mean = np.sum(sh.P**2 * RT) * DR * BOHR * 1e9
    print(f"{el} {name}: mean radius {mean:.4f} nm, LDA level {sh.e * EV:.1f} eV")
for label, s in (('bulk', bulk), ('V', vac), ('V-P', vp), ('V-As', vas)):
    print(f"{label}: lifetime {s.tau:.1f} ps, rate {s.lam:.4f} ns^-1, "
          f"binding {(bulk.E - s.E) * EV:.3f} eV")
    print(f"  core share {100 * s.core / s.lam:.2f} %, "
          f"core tail 20-30: {1e4 * s.tail:.3f} e-4 of all events")
print(f"lifetime V-As minus V-P: {dtau:.2f} ps ({100 * dtau / vp.tau:.2f} %)")
print(f"A2 at dopant (1.6 bohr = {1.6 * BOHR * 1e9:.4f} nm): "
      f"P {vp.A2:.3e}, As {vas.A2:.3e} bohr^-3")
print(f"dopant core rate: P {vp.A2 * sum(v[0] for v in vp.site.values()):.4f}, "
      f"As {vas.A2 * sum(v[0] for v in vas.site.values()):.4f} ns^-1")
for name in ('3s', '3p', '3d'):
    r_, N_ = vas.site[name]
    print(f"As {name}: rate {vas.A2 * r_:.4f} ns^-1, "
          f"tail {1e4 * vas.A2 * window(PG, N_) / vas.lam:.3f} e-4")
print(f"3d share of total V-As rate {100 * rate3d / vas.lam:.2f} %")
print(f"3d rate: radial {rate3d:.4f}, direct 3D {rate3d_grid:.4f} ns^-1")
print(f"3d tail: radial {tail3d:.3e}, direct 3D {tail3d_grid:.3e} ns^-1")
for p in (15, 20, 25, 30):
    q = (np.interp(p / MILLI, PG, vas.N) / vas.lam
         / (np.interp(p / MILLI, PG, vp.N) / vp.lam))
    shift = p * 1e-3 * sc.m_e * sc.c**2 / (2 * sc.e) / 1e3
    print(f"p = {p}e-3 m0c (shift {shift:.2f} keV): core ratio As/P {q:.3f}")
print(f"core tail ratio As/P, 20-30e-3 m0c: {ratio:.3f}")
print(f"  with As 3d removed from the tail: {ratio_no3d:.3f}")
print(f"  with V-P positron amplitudes kept: {ratio_frozen:.3f}")
print(f"  with free-atom valence tails added: {ratio_val:.3f}")
print(f"valence/core tail: V-P {val_p / vp.lam / vp.tail:.3f}, "
      f"V-As {val_as / vas.lam / vas.tail:.3f}")
print(f"neighbours 5 % inward: V-P {vp_in.tau:.1f}, V-As {vas_in.tau:.1f} ps, "
      f"tail ratio {vas_in.tail / vp_in.tail:.3f}")
print(f"coarser grid {CELL / COARSE * BOHR * 1e9:.4f} nm: V-P {vp_c.tau:.1f}, "
      f"V-As {vas_c.tau:.1f} ps, tail ratio {vas_c.tail / vp_c.tail:.3f}")
kT = sc.k * 300 / sc.e
print(f"binding / kT at 300 K: V-P {(bulk.E - vp.E) * EV / kT:.1f}, "
      f"V-As {(bulk.E - vas.E) * EV / kT:.1f}")
print("OK")
```

Running it gives:

```
Si lattice parameter 0.5431 nm; 64-site cell
grid spacing 0.0194 nm
As5+ 3d <r^2>: mesh 0.5388, Gaussian 0.5381 bohr^2
Si 2p: mean radius 0.0285 nm, LDA level -95.6 eV
P 2p: mean radius 0.0258 nm, LDA level -124.5 eV
As 3p: mean radius 0.0330 nm, LDA level -132.0 eV
As 3d: mean radius 0.0358 nm, LDA level -42.0 eV
bulk: lifetime 210.1 ps, rate 4.7588 ns^-1, binding 0.000 eV
  core share 3.17 %, core tail 20-30: 11.653 e-4 of all events
V: lifetime 236.3 ps, rate 4.2322 ns^-1, binding 0.448 eV
  core share 2.62 %, core tail 20-30: 9.586 e-4 of all events
V-P: lifetime 237.7 ps, rate 4.2079 ns^-1, binding 0.529 eV
  core share 2.45 %, core tail 20-30: 9.194 e-4 of all events
V-As: lifetime 234.9 ps, rate 4.2576 ns^-1, binding 0.475 eV
  core share 3.00 %, core tail 20-30: 11.627 e-4 of all events
lifetime V-As minus V-P: -2.77 ps (-1.17 %)
A2 at dopant (1.6 bohr = 0.0847 nm): P 2.012e-04, As 1.500e-04 bohr^-3
dopant core rate: P 0.0089, As 0.0299 ns^-1
As 3s: rate 0.0016 ns^-1, tail 0.077 e-4
As 3p: rate 0.0060 ns^-1, tail 0.463 e-4
As 3d: rate 0.0223 ns^-1, tail 2.671 e-4
3d share of total V-As rate 0.52 %
3d rate: radial 0.0223, direct 3D 0.0213 ns^-1
3d tail: radial 1.137e-03, direct 3D 1.086e-03 ns^-1
p = 15e-3 m0c (shift 3.83 keV): core ratio As/P 1.284
p = 20e-3 m0c (shift 5.11 keV): core ratio As/P 1.283
p = 25e-3 m0c (shift 6.39 keV): core ratio As/P 1.256
p = 30e-3 m0c (shift 7.66 keV): core ratio As/P 1.216
core tail ratio As/P, 20-30e-3 m0c: 1.265
  with As 3d removed from the tail: 0.974
  with V-P positron amplitudes kept: 1.364
  with free-atom valence tails added: 1.194
valence/core tail: V-P 0.326, V-As 0.252
neighbours 5 % inward: V-P 223.7, V-As 221.3 ps, tail ratio 1.196
coarser grid 0.0226 nm: V-P 237.7, V-As 234.9 ps, tail ratio 1.265
binding / kT at 300 K: V-P 20.5, V-As 18.4
OK
```
